# Breakdown Strength and System Size: the Duxbury–Leath Law for Needles, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The field at the tip of a needle

### A single shorted bond

Take an infinite square lattice of sites joined by equal capacitors, with a uniform field along \(x\) that puts the same voltage \(V\) on every \(x\)-bond. Now short one \(x\)-bond. Its two ends come to the same potential, and the voltage it used to carry has to be taken up by its surroundings. The next bond in the same row then carries \(4V/\pi\), as the following calculation shows.

Let \(\phi(x,y)\) be the potential, with integer \(x,y\), and measure charge in units of (capacitance × volt), so that a bond with voltage \(v\) holds charge \(v\). The capacitance cancels from all the results. The charge on the plates attached to a site is

\[
\rho(x,y)=4\phi(x,y)-\sum_{\rm neighbours}\phi ,
\]

and it vanishes at a site that has received no charge from outside. A short lets a charge \(q\) pass from the left end of its bond to the right end. It can therefore be treated as an ordinary capacitor with zero voltage, together with a transfer that leaves \(\rho=-q\) at the left site and \(\rho=+q\) at the right site.

We need the potential made by charges on the row \(y=0\). Write it as a sum of waves \(\hat\phi(k)e^{ikx}e^{-\kappa|y|}\). Off the row the charge is zero, which requires

\[
4-2\cos k-2\cosh\kappa=0,\qquad \cosh\kappa=2-\cos k .
\]

On the row both vertical neighbours carry the factor \(e^{-\kappa}\), so

\[
\hat\rho=(4-2\cos k-2e^{-\kappa})\hat\phi=(2\cosh\kappa-2e^{-\kappa})\hat\phi=2\sinh\kappa\,\hat\phi .
\]

Since \(\sinh^2\kappa=(2-\cos k)^2-1=(1-\cos k)(3-\cos k)\),

\[
\hat\rho(k)=S(k)\hat\phi(k),\qquad S(k)=2\sqrt{(1-\cos k)(3-\cos k)} .
\tag{1}
\]

Let bond \(r\) join sites \(r\) and \(r+1\) of the row. A unit transfer through bond 0 has \(\hat\rho=\sum_x\rho(x)e^{-ikx}=-1+e^{-ik}\). The voltage \(\phi(r)-\phi(r+1)\) on bond \(r\) brings in a factor \(1-e^{ik}\), and

\[
(1-e^{ik})(-1+e^{-ik})=-(2-2\cos k).
\]

A unit transfer thus changes the voltage on bond \(r\) by \(-\Gamma(r)\), with

\[
\Gamma(r)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\cos(kr)\,\frac{2-2\cos k}{S(k)}
=\frac1\pi\int_0^\pi dk\,\cos(kr)\sqrt{\frac{1-\cos k}{3-\cos k}} .
\tag{2}
\]

For \(r=0\) and \(r=1\) put \(u=\cos k\). Then \(dk=-du/\sqrt{(1-u)(1+u)}\), and the square root in (2) turns the measure into \(du/\sqrt{(3-u)(1+u)}\). Because \((3-u)(1+u)=4-(u-1)^2\), the substitution \(u=1+2\sin\theta\) makes this measure \(d\theta\), with \(\theta\) running from \(-\pi/2\) to 0. Hence

\[
\Gamma(0)=\frac1\pi\int_{-\pi/2}^0 d\theta=\frac12,\qquad
\Gamma(1)=\frac1\pi\int_{-\pi/2}^0(1+2\sin\theta)\,d\theta=\frac12-\frac2\pi .
\]

The shorted bond must have zero voltage, so \(V-q/2=0\) and \(q=2V\). Its neighbour in the row has voltage

\[
V-2V\,\Gamma(1)=V\left(1-1+\frac4\pi\right)=\frac4\pi V .
\]

A bond that fails at voltage \(v_c\) thus fails here when the mean bond voltage is \(\pi v_c/4\). Longer runs of shorts concentrate the field more strongly, and larger samples contain longer runs. The size dependence of the strength comes from these two facts together.

### Model and statement

**Assumptions.**

1. The sample is a square lattice of \(L\times L\) sites with spacing \(a\), periodic in both directions and without electrodes. It has \(L^2\) bonds along the field. The mean field \(E\) is held fixed, and \(V=Ea\) is the mean voltage per \(x\)-bond.
2. Each bond is shorted at the start with probability \(p\), independently, with \(p\) well below the percolation threshold \(1/2\).
3. An intact bond whose voltage reaches \(v_c\) shorts irreversibly.
4. A *needle* is a straight run of \(n\) shorted \(x\)-bonds. Its tip voltage is taken to be that of the same needle alone in an infinite lattice, \(g(n)V\).

Let \(R_L\) be the length of the longest run in the sample. The *needle-limited strength* is the field at which the tip of this run fails,

\[
E_L=\frac{v_c}{a\,g(R_L)} .
\tag{3}
\]

**Theorem.** Under these assumptions, as \(L\to\infty\) at fixed \(p\),

\[
E_L\simeq\frac{v_c}{a}\,\frac1K\left[\frac{\ln(1/p)}{2\ln L}\right]^{1/2},
\qquad K=\frac12\sqrt{\pi(2\sqrt2-2)} ,
\tag{4}
\]

in the sense that the ratio of the two sides tends to 1 in probability.

The strength thus falls as an inverse power of \(\ln L\), not linearly in \(\ln L\). The Duxbury–Leath form is \(E_L\propto 1/[1+B(\ln L)^\alpha]\), with constants \(B\) and \(\alpha\). For needles in two dimensions \(\alpha=1/2\), and (4) is the large-\(L\) limit of that form. Assumption 4 is a real restriction, since shorts near a needle alter its tip voltage. Part II returns to what survives without it.

The shape of a defect matters as well as its size. A round conducting disc of radius \(R\) has outside potential \(-E(r-R^2/r)\cos\theta\), which vanishes at \(r=R\). The field at its pole is \(E(1+R^2/r^2)\) at \(r=R\), that is \(2E\) for every \(R\). A filled disc uses a number of shorts proportional to \(R^2\), and a shorted rim, which acts the same from outside, a number proportional to \(R\). In either case the gain stays bounded. Lattice steps on the edge raise it above 2: with one site protruding at the pole it is about 2.1 at \(R=5\) and 2.8 at \(R=80\). It tends to \(2g(2)\approx3.0\), because a one-site bump on a flat conductor is, by reflection, a needle of 2 shorts. A needle gains without limit as it grows.

### Lemma 1: the continuum needle

**Lemma 1.** A thin conductor of length \(n\) (lengths in units of \(a\)), lying along the field in a plane, has at distance \(X\) beyond its tip a potential that is below its own by

\[
V\sqrt{nX+X^2}\;\simeq\;V\sqrt{nX}\qquad(X\ll n).
\tag{5}
\]

**Proof.** Put the origin at the centre, let \(h=n/2\) and \(\zeta=x+iy\), and consider

\[
\phi=-V\,{\rm Re}\sqrt{\zeta^2-h^2},
\]

with the root cut along the needle and behaving as \(\zeta\) at infinity. This function is harmonic off the needle, being the real part of an analytic function. On the needle \(\zeta^2-h^2<0\), the root is imaginary and \(\phi=0\). Far away \(\phi\to-Vx\), the applied potential. The correction starts as \({\rm Re}\,(Vh^2/2\zeta)\) and has no logarithm, so the needle has no net charge. On the axis at \(x=h+X\),

\[
-\phi=V\sqrt{(h+X)^2-h^2}=V\sqrt{2hX+X^2},
\]

which is (5) with \(2h=n\). ∎

In the continuum the field diverges as \(X^{-1/2}\) at the tip. On the lattice the tip bond has a finite length, and its voltage must be of order \(V\sqrt n\). The coefficient requires the lattice solution near the tip.

### Lemma 2: the lattice tip

**Lemma 2.** To leading order for large \(n\), the tip voltage is \(g(n)V\) with \(g(n)\simeq K\sqrt n\). The vertical bonds at the last site of the needle carry \(1/\sqrt2\) of the tip voltage.

**Proof.** Seen from a distance much smaller than \(n\), the needle occupies all sites \(x\le0\) of the row \(y=0\). Let \(\psi\) be the needle's potential minus the local potential. Then \(\psi=0\) on the needle, and \(\psi(1)\) is the tip voltage. Let \(\sigma(x)=4\psi(x,0)-\sum_{\rm neighbours}\psi\). The sites ahead of the needle are neutral, so \(\sigma(x)=0\) for \(x\ge1\).

Since \(\psi\) grows with \(x\), we work with differences, which decay:

\[
D(x)=\psi(x)-\psi(x-1),\qquad \tau(x)=\sigma(x)-\sigma(x-1).
\]

With \(z=e^{-ik}\), their transforms are \(\hat D=\sum_xD(x)z^x\) and \(\hat\tau=\sum_x\tau(x)z^x\), and (1) gives \(\hat\tau=S\hat D\). The powers that occur are known. Because \(\psi=0\) for \(x\le0\), \(\hat D\) contains powers \(z^1,z^2,\dots\). Because \(\sigma=0\) for \(x\ge1\), \(\hat\tau\) contains powers \(z^1,z^0,z^{-1},\dots\).

Next split \(S\) into a factor with non-negative powers and one with non-positive powers. On the unit circle

\[
1-\cos k=\tfrac12(1-z)(1-z^{-1}),\qquad
3-\cos k=\frac{(1-bz)(1-bz^{-1})}{2b},
\]

where the second identity needs \((1+b^2)/2b=3\). The root smaller than 1 is \(b=3-2\sqrt2=(\sqrt2-1)^2\). Therefore

\[
S=\frac{1}{\sqrt b}\,P(z)P(z^{-1}),\qquad P(z)=\sqrt{(1-z)(1-bz)} .
\]

The relation \(\hat\tau=S\hat D\) becomes

\[
P(z)\,\hat D=\frac{\sqrt b\,\hat\tau}{P(z^{-1})} .
\]

The left side has powers \(z^1\) and higher. The right side has powers \(z^1\) and lower. Both sides must then equal a single term \(Az\), and

\[
\hat D=\frac{Az}{\sqrt{(1-z)(1-bz)}},\qquad
\hat\tau=\frac{A}{\sqrt b}\,z\,P(z^{-1}) .
\tag{6}
\]

Summing differences divides by \(1-z\), so the potential ahead of the needle has the generating function

\[
\sum_{x\ge1}\psi(x)z^x=\frac{Az}{(1-z)^{3/2}(1-bz)^{1/2}} .
\]

The coefficient of \(z\) is \(\psi(1)=A\), the tip voltage.

Large \(x\) is governed by the singularity at \(z=1\), where \((1-bz)^{-1/2}\) may be replaced by \((1-b)^{-1/2}\). The coefficient of \(z^m\) in \((1-z)^{-3/2}\) is \((2m+1)\binom{2m}{m}4^{-m}\). With \(\binom{2m}{m}4^{-m}\simeq1/\sqrt{\pi m}\) it tends to \(2\sqrt{m/\pi}\). Hence

\[
\psi(x)\simeq\frac{2A}{\sqrt{\pi(1-b)}}\,\sqrt x .
\]

For \(1\ll x\ll n\) this must agree with \(V\sqrt{nx}\) from Lemma 1. Equating coefficients,

\[
A=\frac{\sqrt{\pi(1-b)}}{2}\,\sqrt n\,V=K\sqrt n\,V,\qquad 1-b=2\sqrt2-2 .
\]

For the vertical bonds, take the coefficient of \(z^1\) in \(\hat\tau\). It is \(\sigma(1)-\sigma(0)=A/\sqrt b\), so \(\sigma(0)=-A/\sqrt b\). At the last needle site \(\psi=0\), and its neighbours have \(\psi=0\) behind, \(A\) ahead and \(\psi_s\) on each side. Thus \(\sigma(0)=-(A+2\psi_s)\), and

\[
\psi_s=\frac A2\left(\frac1{\sqrt b}-1\right)=\frac A2\,(\sqrt2+1-1)=\frac{A}{\sqrt2} .\qquad∎
\]

**Remark on the status of Lemma 2.** The tip solution (6) is exact for a half-infinite needle. Joining it to Lemma 1 is a leading-order matching, without a bound on the error. It was tested against finite needles, for which the \(n\) conditions

\[
\sum_{s=0}^{n-1}\Gamma(r-s)\,q_s=V,\qquad 0\le r\le n-1,
\]

determine the transfers, and \(g(n)V=V-\sum_s\Gamma(n-s)q_s\). The growth of \(g^2\) between \(n=200\) and \(n=400\) gives \(K=0.806626\), in agreement with the formula to all digits printed. The side-to-tip ratio at \(n=400\) is 0.705, against the limit 0.707.

For short needles the leading form is too low: \(g(4)=1.886\), while \(K\sqrt4=1.613\). At \(n=400\) the difference \(g^2/K^2-n\) is 1.457. The formula \(K\sqrt{n+1.457}\) also gives 1.884 at \(n=4\), so this offset, which is a numerical observation here, serves well for short needles too.

### Lemma 3: a tip failure runs away

**Lemma 3.** For a needle alone in an infinite lattice, \(g(n+1)>g(n)\) for every \(n\ge0\).

**Proof.** Let the needle occupy sites \(0,\dots,n\), and short its right tip bond, which joins sites \(n\) and \(n+1\). This moves a charge \(q\) from the needle to site \(n+1\). Let \(u\) be the resulting change of potential, measured from the change on the needle. Then \(u=0\) on the needle, and elsewhere

\[
4u(x,y)-\sum_{\rm neighbours}u=q\ \text{ at site } n+1,\qquad 0\ \text{ at other sites}.
\]

The bounded solution is \(u=(q/4)N\), where \(N(x,y)\) is the mean number of visits to site \(n+1\) by a random walk that starts at \((x,y)\) and stops on reaching the needle. Indeed \(N\) equals its average over the four neighbours, plus 1 at site \(n+1\). The bounded solution is unique because a walk on the square lattice reaches the needle with probability 1.

The shorted bond must lose its voltage \(g(n)V\), so \(u(n+1)=g(n)V\). This is positive, starting from \(g(0)=1\), and hence \(q>0\). A walk from site \(-1\) can go round the needle to site \(n+1\), so \(u(-1)>0\). The voltage on the left tip bond, \(\phi(-1)-\phi(0)\), therefore rises. By reflection symmetry it was \(g(n)V\) before, and it is now the tip voltage \(g(n+1)V\) of the longer needle. ∎

If \(g(n)V\ge v_c\), the tips of the longer needle are above threshold as well. An isolated needle whose tip has failed goes on growing without any increase of the applied field.

## Part II. Rare needles and the strength of large samples

### Symbols and results carried over

The lattice has spacing \(a\) and \(L^2\) bonds along the field. Each bond is shorted with probability \(p\), and intact bonds fail at voltage \(v_c\). The mean voltage per bond is \(V=Ea\). A needle of \(n\) shorts in a row has tip voltage \(g(n)V\), where \(g\) increases with \(n\) and \(g(n)\simeq K\sqrt n\) for large \(n\), with \(K=\tfrac12\sqrt{\pi(2\sqrt2-2)}\approx0.807\). The longest run in the sample has length \(R_L\), and the needle-limited strength is \(E_L=v_c/[a\,g(R_L)]\).

### Lemma 4: the longest run

**Lemma 4.** Let \(n_L=2\ln L/\ln(1/p)\). Then \(R_L/n_L\to1\) in probability as \(L\to\infty\).

**Proof.** Fix \(0<\varepsilon<1\). A given bond starts a run of at least \(n\) shorts with probability \(p^n\), and there are \(L^2\) starting bonds. The probability of a union is at most the sum of the probabilities, so

\[
P(R_L\ge n)\le L^2p^n .
\]

For \(n\ge(1+\varepsilon)n_L\) we have \(p^n\le L^{-2(1+\varepsilon)}\), and the bound is at most \(L^{-2\varepsilon}\to0\).

For the other side, cut each row into \(\lfloor L/n\rfloor\) separate blocks of \(n\) bonds. If no run reaches \(n\), then no block is fully shorted. The blocks are independent, and \(1-t\le e^{-t}\), so

\[
P(R_L<n)\le(1-p^n)^{L\lfloor L/n\rfloor}\le\exp\left(-p^nL\lfloor L/n\rfloor\right).
\]

Take \(n\) to be \((1-\varepsilon)n_L\) rounded up. Rounding costs at most one factor of \(p\), so \(p^n\ge p\,L^{-2+2\varepsilon}\). For large \(L\), \(\lfloor L/n\rfloor\ge L/2n\). The exponent is then at least \(pL^{2\varepsilon}/2n\) in magnitude. This diverges, because \(n\) grows only as \(\ln L\). ∎

The physical content is a balance: a run of \(n\) shorts is exponentially rare, and the number of places where it can occur is \(L^2\). The longest run that does occur is therefore logarithmic in \(L\).

We have found that the tip voltage of a long isolated needle grows as the square root of its length, that its tip failure runs away, and that the longest run in a sample grows as \(\ln L\). It remains to combine these results into a proof of the theorem, and then to examine the distribution of strengths, pairs of needles, the full random medium and a worked example.
